# Does FCIQMC Have a Time-Step Error? A Referee's Comment: a program that tests the result

```python
"""
Result under test: the FCIQMC map P = 1 - tau (H - S) has the eigenvectors of H
at every tau.  Its iteration selects the ground state exactly when
tau (Emax + E0 - 2 S) < 2, which is tau < 2/(Emax - E0) for S = E0.
Split exponentials do have a time-step error.  Sampling P with a fixed shift S
is unbiased; feedback of the walker number on S gives a population-control bias.
H: Hamiltonian in determinants, E0/Emax: its end eigenvalues, tau: time step,
n: signed walker numbers, c: ground eigenvector.  Hartree atomic units.
"""
import numpy as np
from scipy.linalg import expm, eigvalsh_tridiagonal
from pyscf import gto, scf, ao2mo, fci

rng = np.random.default_rng(2718)

# Two-electron Hamiltonian (one spin-up, one spin-down electron) from integrals
bond = 3.0
mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, bond)]], unit="Bohr",
            basis="6-31g", symmetry=True, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
orbitals = np.asarray(mf.mo_coeff)
norb = orbitals.shape[1]
h1 = orbitals.T @ mf.get_hcore() @ orbitals
eri = ao2mo.restore(1, ao2mo.kernel(mol, orbitals), norb)
one = np.eye(norb)
H_full = (np.kron(h1, one) + np.kron(one, h1)
          + eri.transpose(0, 2, 1, 3).reshape(norb**2, norb**2)
          + mol.energy_nuc() * np.eye(norb**2))
reached = np.zeros(norb**2, dtype=bool)
reached[0] = True
for _ in range(norb**2):
    reached |= (np.abs(H_full[:, reached]) > 1e-9).any(axis=1)
H = H_full[np.ix_(reached, reached)]
H = 0.5 * (H + H.T)
dim = len(H)
energies, vectors = np.linalg.eigh(H)
E0, E1, Emax = energies[0], energies[1], energies[-1]
c = vectors[:, 0] * np.sign(vectors[0, 0])
E_hf = H[0, 0]
E_fci = fci.direct_spin1.kernel(h1, eri, norb, (1, 1))[0] + mol.energy_nuc()
assert abs(E_fci - E0) < 1e-8
assert abs(E_hf - mf.e_tot) < 1e-8
bound = 2 / (Emax - E0)
print(f"H2 bond length: {bond:.1f} bohr; determinants in block: {dim}")
print(f"RHF energy: {E_hf:.6f} hartree")
print(f"FCI ground energy E0: {E0:.6f} hartree")
print(f"first excited energy in block E1: {E1:.6f} hartree")
print(f"highest energy in block Emax: {Emax:.6f} hartree")
print(f"weight of RHF determinant in ground state: {c[0]**2:.4f}")
print(f"bound 2/(Emax-E0): {bound:.6f} 1/hartree")


# Deterministic projection
start = rng.normal(size=dim)


def project(tau, shift, steps=3000):
    v = start / np.linalg.norm(start)
    P = np.eye(dim) - tau * (H - shift * np.eye(dim))
    for _ in range(steps):
        v = P @ v
        v /= np.linalg.norm(v)
    return v, v @ H @ v, np.linalg.norm(P @ v)


for fraction in (0.1, 0.5, 0.95, 1.0, 1.05):
    v, energy, _ = project(fraction * bound, E0)
    print(f"projection, tau/bound={fraction:.2f}: energy {energy:.8f} hartree")
    if fraction < 1:
        assert abs(energy - E0) < 1e-9 and abs(abs(v @ c) - 1) < 1e-9
    elif fraction > 1:
        assert abs(energy - Emax) < 1e-9
    else:
        assert E0 + 1e-6 < energy < Emax - 1e-6
low_shift = E0 - 0.5
low_bound = 2 / (Emax + E0 - 2 * low_shift)
assert abs(project(0.95 * low_bound, low_shift)[1] - E0) < 1e-9
assert abs(project(1.05 * low_bound, low_shift)[1] - Emax) < 1e-9
high_shift = 0.5 * (E0 + Emax) + 0.1
assert abs(project(50.0, high_shift)[1] - E0) < 1e-9
print(f"bound for S=E0-0.5 hartree: {low_bound:.6f} 1/hartree")
print(f"S={high_shift:.6f} hartree, tau=50 1/hartree: energy "
      f"{project(50.0, high_shift)[1]:.8f} hartree")

tau_small, tau_large = 0.2 * bound, 0.5 * bound
_, _, growth = project(tau_large, E_hf)
E_linear = E_hf - (growth - 1) / tau_large
E_log = E_hf - np.log(growth) / tau_large
assert abs(E_linear - E0) < 1e-9 and abs(E_log - E0) > 1e-5
print(f"S=E_RHF, tau={tau_large:.6f}: linear growth energy error "
      f"{1000*(E_linear-E0):.6f} mhartree")
print(f"same run, logarithmic growth energy error: "
      f"{1000*(E_log-E0):.6f} mhartree")


# Contrast: split exponential of the same molecular matrix
def split_energy(tau):
    half = np.diag(np.exp(-0.5 * tau * np.diag(H)))
    K = half @ expm(-tau * (H - np.diag(np.diag(H)))) @ half
    return -np.log(np.linalg.eigvalsh(0.5 * (K + K.T))[-1]) / tau


order_ratio = (split_energy(0.05) - E0) / (split_energy(0.025) - E0)
assert 3.8 < order_ratio < 4.2
for tau in (tau_small, tau_large):
    print(f"split exponential, tau={tau:.6f}: energy error "
          f"{1000*(split_energy(tau)-E0):.4f} mhartree")
print(f"split error ratio, tau=0.05 against 0.025: {order_ratio:.4f}")

# Contrast: continuous-space harmonic oscillator, omega = 1 and mass = 1
x = np.linspace(-8, 8, 161)
dx = x[1] - x[0]
for tau in (0.25, 0.5, 1.0):
    weight = np.exp(-tau * x**2 / 4)
    kernel = np.exp(-(x[:, None] - x)**2 / (2 * tau)) / np.sqrt(2*np.pi*tau)
    K = dx * weight[:, None] * kernel * weight
    E_split = -np.log(np.linalg.eigvalsh(K)[-1]) / tau
    assert abs(E_split - np.arcsinh(tau / 2) / tau) < 1e-9
    print(f"oscillator split energy, tau={tau:.2f}: {E_split:.6f} hartree")
grid_bounds = []
for spacing in (0.1, 0.05):
    points = np.arange(-8, 8 + spacing / 2, spacing)
    levels = eigvalsh_tridiagonal(1 / spacing**2 + points**2 / 2,
                                  -0.5 / spacing**2 * np.ones(len(points)-1))
    grid_bounds.append(2 / (levels[-1] - levels[0]))
    print(f"oscillator grid h={spacing:.2f} bohr: linear-map bound "
          f"{grid_bounds[-1]:.6f} 1/hartree")
assert 3 < grid_bounds[0] / grid_bounds[1] < 4.2


# Signed-integer walkers: each row of n is an independent replica
def walker_step(n, shift, tau):
    count, sign = np.abs(n), np.sign(n)
    survival = 1 - tau * (np.diag(H) - shift[:, None])
    whole = np.floor(survival)
    new = sign * (count * whole.astype(int)
                  + rng.binomial(count, survival - whole))
    for i in range(dim):
        spawn = tau * np.abs(H[:, i])
        spawn[i] = 0
        assert spawn.sum() <= 1
        chances = np.concatenate(([1 - spawn.sum()], spawn))
        born = rng.multinomial(count[:, i], chances)[:, 1:]
        new -= np.sign(H[:, i]).astype(int) * sign[:, i, None] * born
    return new


# At fixed shift the replica mean must follow the deterministic linear map
replicas, steps = 20000, 20
n = np.zeros((replicas, dim), dtype=int)
n[:, 0] = 20
fixed_shift = np.full(replicas, E_hf)
expected = n[0].astype(float)
for _ in range(steps):
    n = walker_step(n, fixed_shift, tau_large)
    expected = expected - tau_large * (H @ expected - E_hf * expected)
standard_error = n.std(axis=0, ddof=1) / np.sqrt(replicas)
deviation = np.abs(n.mean(axis=0) - expected)
assert np.all(deviation < 5 * standard_error + 1e-12)
print(f"fixed shift, {replicas} replicas, {steps} steps from 20 walkers:")
print(f"  reference walkers: sampled {n[:, 0].mean():.4f} +/- "
      f"{standard_error[0]:.4f}, linear map {expected[0]:.4f}")


def ratio_with_error(numerator, denominator):
    ratio = numerator.sum() / denominator.sum()
    residual = (numerator - ratio * denominator) / denominator.mean()
    return ratio, residual.std(ddof=1) / np.sqrt(len(residual))


def controlled_run(tau, target, replicas=500, settle=200, steps=1000):
    feedback = 0.5  # hartree per unit logarithm of the walker number
    n = np.zeros((replicas, dim), dtype=int)
    n[:, 0] = target
    sum_n = np.zeros((replicas, dim))
    sum_S, sum_Scn, sum_N = np.zeros((3, replicas))
    for step in range(settle + steps):
        total = np.abs(n).sum(axis=1)
        assert total.min() > 0
        shift = E_hf - feedback * np.log(total / target)
        if step >= settle:
            sum_n += n
            sum_S += shift
            sum_Scn += shift * (n @ c)
            sum_N += total
        n = walker_step(n, shift, tau)
    mean_shift = ratio_with_error(sum_S, np.full(replicas, float(steps)))
    projected = ratio_with_error(sum_n @ H[0], sum_n[:, 0])
    corrected = ratio_with_error(sum_Scn, sum_n @ c)
    return sum_N.mean() / steps, mean_shift, projected, corrected


print("controlled runs: 500 replicas, 200 settling + 1000 measured steps")
print("shift feedback 0.5 hartree; errors relative to E0 in mhartree")
for tau in (tau_small, tau_large):
    shift_bias = []
    for target in (25, 500):
        walkers, mean_S, projected, corrected = controlled_run(tau, target)
        shift_bias.append(mean_S[0] - E0)
        print(f"tau={tau:.6f} 1/hartree, target={target}, "
              f"mean walkers={walkers:.1f}")
        for label, (value, error) in (("mean shift", mean_S),
                                      ("projected energy", projected),
                                      ("covariance-corrected", corrected)):
            print(f"  {label}: {1000*(value-E0):.3f} +/- {1000*error:.3f}")
        assert abs(corrected[0] - E0) < 5 * corrected[1]
        if target == 25:
            assert mean_S[0] - E0 > 4 * mean_S[1]
        else:
            assert abs(projected[0] - E0) < 1e-3
    assert abs(shift_bias[1]) < 0.25 * shift_bias[0]

print("all assertions hold")
```

It prints:

```
H2 bond length: 3.0 bohr; determinants in block: 8
RHF energy: -0.981671 hartree
FCI ground energy E0: -1.044709 hartree
first excited energy in block E1: -0.572952 hartree
highest energy in block Emax: 1.477955 hartree
weight of RHF determinant in ground state: 0.8826
bound 2/(Emax-E0): 0.792813 1/hartree
projection, tau/bound=0.10: energy -1.04470903 hartree
projection, tau/bound=0.50: energy -1.04470903 hartree
projection, tau/bound=0.95: energy -1.04470903 hartree
projection, tau/bound=1.00: energy -0.88889260 hartree
projection, tau/bound=1.05: energy 1.47795509 hartree
bound for S=E0-0.5 hartree: 0.567752 1/hartree
S=0.316623 hartree, tau=50 1/hartree: energy -1.04470903 hartree
S=E_RHF, tau=0.396406: linear growth energy error -0.000000 mhartree
same run, logarithmic growth energy error: 0.774741 mhartree
split exponential, tau=0.158563: energy error -0.0663 mhartree
split exponential, tau=0.396406: energy error -0.4112 mhartree
split error ratio, tau=0.05 against 0.025: 3.9996
oscillator split energy, tau=0.25: 0.498707 hartree
oscillator split energy, tau=0.50: 0.494933 hartree
oscillator split energy, tau=1.00: 0.481212 hartree
oscillator grid h=0.10 bohr: linear-map bound 0.008886 1/hartree
oscillator grid h=0.05 bohr: linear-map bound 0.002425 1/hartree
fixed shift, 20000 replicas, 20 steps from 20 walkers:
  reference walkers: sampled 29.0257 +/- 0.0273, linear map 28.9842
controlled runs: 500 replicas, 200 settling + 1000 measured steps
shift feedback 0.5 hartree; errors relative to E0 in mhartree
tau=0.158563 1/hartree, target=25, mean walkers=28.3
  mean shift: 4.449 +/- 0.300
  projected energy: 1.218 +/- 0.150
  covariance-corrected: 0.296 +/- 0.305
tau=0.158563 1/hartree, target=500, mean walkers=567.1
  mean shift: 0.228 +/- 0.068
  projected energy: 0.081 +/- 0.033
  covariance-corrected: 0.037 +/- 0.068
tau=0.396406 1/hartree, target=25, mean walkers=28.3
  mean shift: 4.483 +/- 0.193
  projected energy: 1.295 +/- 0.088
  covariance-corrected: -0.044 +/- 0.195
tau=0.396406 1/hartree, target=500, mean walkers=567.1
  mean shift: 0.236 +/- 0.041
  projected energy: 0.097 +/- 0.021
  covariance-corrected: 0.027 +/- 0.041
all assertions hold
```
